# Coulomb radial ladder operators and the Runge-Lenz vector: a program that tests the result

```python
# Result under test (Hartree atomic units, psi = (u/r) Y_lm, H = p^2/2 - Z/r):
#   A = (p x L - L x p)/2 - Z rhat,  a_l = d/dr + l/r - Z/l,  a_l^+ = -d/dr + l/r - Z/l
#   <l+1||A||l> = (l+1)^(3/2) a_{l+1}^+ ,  <l-1||A||l> = -l^(3/2) a_l  (acting on u), others 0,
#   with <l'm'|V_q|lm> = (-1)^(l'-m') 3j(l' 1 l; -m' q m) <l'||V||l>.
# A is applied from its definition with exact Cartesian derivatives, then projected by quadrature.
import numpy as np, sympy as sp
from math import factorial, comb, sqrt, pi
from functools import lru_cache
from scipy.special import lpmv
from scipy.constants import physical_constants as pc
from sympy.physics.wigner import wigner_3j

ct, wt = np.polynomial.legendre.leggauss(8)
ph = 2*pi*np.arange(12)/12
CT, PH = [g.ravel() for g in np.meshgrid(ct, ph, indexing="ij")]
WA = np.repeat(wt, 12)*2*pi/12
NX, NY, NZ = np.sqrt(1-CT**2)*np.cos(PH), np.sqrt(1-CT**2)*np.sin(PH), CT

@lru_cache(None)
def monomial(a, b, c): return NX**a*NY**b*NZ**c

@lru_cache(None)
def Y(l, m):
    if m < 0: return (-1)**m*np.conj(Y(l, -m))
    return sqrt((2*l+1)/(4*pi)*factorial(l-m)/factorial(l+m))*lpmv(m, l, CT)*np.exp(1j*m*PH)

class Fn:
    """sum of c x^a y^b z^c r^d times exp(-k r)"""
    def __init__(s, k, t): s.k, s.t = k, t
    def __add__(s, o):
        t = dict(s.t)
        for e, c in o.t.items(): t[e] = t.get(e, 0)+c
        return Fn(s.k, t)
    def __rmul__(s, z): return Fn(s.k, {e: z*c for e, c in s.t.items()})
    def __sub__(s, o): return s+(-1)*o
    def shift(s, i, n):
        return Fn(s.k, {tuple(v+(n if j == i else 0) for j, v in enumerate(e)): c for e, c in s.t.items()})
    def d(s, i):
        t = {}
        for e, c in s.t.items():
            for di, dr, f in ((-1, 0, e[i]), (1, -2, e[3]), (1, -1, -s.k)):
                if f != 0:
                    g = list(e); g[i] += di; g[3] += dr; g = tuple(g)
                    t[g] = t.get(g, 0)+f*c
        return Fn(s.k, t)
    def ev(s, r):
        by_degree = {}
        for e, c in s.t.items():
            by_degree[sum(e)] = by_degree.get(sum(e), 0)+c*monomial(*e[:3])
        out = np.zeros((len(r), len(CT)), complex)
        for n, ang in by_degree.items(): out += np.outer(r**float(n)*np.exp(-s.k*r), ang)
        return out

X = lambda i, f: f.shift(i, 1)
rhat = lambda i, f: f.shift(i, 1).shift(3, -1)
grad = lambda i, f: f.d(i)
p = lambda i, f: (-1j)*f.d(i)
def cross(U, V, i, f):
    j, k = (i+1) % 3, (i+2) % 3
    return U(j, V(k, f))-U(k, V(j, f))
L = lambda i, f: cross(X, p, i, f)
square = lambda V, f: V(0, V(0, f))+V(1, V(1, f))+V(2, V(2, f))
L2 = lambda f: square(L, f)
commL2 = lambda V, i, f: L2(V(i, f))-V(i, L2(f))
runge = lambda Z: (lambda i, f: 0.5*(cross(p, L, i, f)-cross(L, p, i, f))-Z*rhat(i, f))
ham = lambda Z, g=0.0: (lambda f: 0.5*square(p, f)-Z*f.shift(3, -1)+g*f.shift(3, 1))
def spherical(V, f, r):
    vx, vy, vz = [V(i, f).ev(r) for i in range(3)]
    return {1: -(vx+1j*vy)/sqrt(2), 0: vz, -1: (vx-1j*vy)/sqrt(2)}
project = lambda val, l, m: val @ (WA*np.conj(Y(l, m)))
def close(a, b, tol=1e-10): return np.max(np.abs(a-b)) < tol*(1+np.max(np.abs(b)))

@lru_cache(None)
def solid(l, m):
    if m == l:
        N = (-1)**l*sqrt(factorial(2*l+1)/(4*pi))/(2**l*factorial(l))
        return Fn(0.0, {(l-j, j, 0, 0): N*comb(l, j)*1j**j for j in range(l+1)})
    f = solid(l, m+1)
    return (1/sqrt(l*(l+1)-m*(m+1)))*(L(0, f)-1j*L(1, f))
def state(l, m, u):
    f = Fn(u.k, {})
    for e, c in u.t.items(): f = f+c*solid(l, m).shift(3, e[3]-1-l)
    return f
radial = lambda k, d: Fn(k, {(0, 0, 0, n): c for n, c in d.items()})
def ddr(u):
    f = (-u.k)*u
    for e, c in u.t.items(): f = f+radial(u.k, {e[3]-1: e[3]*c})
    return f
val = lambda u, r: u.ev(r)[:, 0].real
lower = lambda l, Z, u: ddr(u)+l*u.shift(3, -1)-(Z/l)*u
upper = lambda l, Z, u: (-1)*ddr(u)+l*u.shift(3, -1)-(Z/l)*u
@lru_cache(None)
def we(l2, m2, q, l, m): return (-1)**(l2-m2)*float(wigner_3j(l2, 1, l, -m2, q, m))

# factorisation and intertwining, symbolic in l, Z and u
rs, ls, Zs = sp.symbols("r l Z", positive=True); us = sp.Function("u")(rs)
sa = lambda f: f.diff(rs)+(ls/rs-Zs/ls)*f
sb = lambda f: -f.diff(rs)+(ls/rs-Zs/ls)*f
sH = lambda j, f: -f.diff(rs, 2)/2+(j*(j+1)/(2*rs**2)-Zs/rs)*f
for ex in (sb(sa(us))-2*sH(ls, us)-Zs**2/ls**2*us, sa(sb(us))-2*sH(ls-1, us)-Zs**2/ls**2*us,
           sa(sH(ls, us))-sH(ls-1, sa(us)), sb(sH(ls-1, us))-sH(ls, sb(us))):
    assert sp.simplify(sp.expand(ex)) == 0

# operator identities on a function with no symmetry
rt = np.array([0.5, 1.0, 2.0, 3.5]); Zt = 1.7; At = runge(Zt)
f0 = Fn(0.8, {(1, 0, 2, 0): 1.0, (0, 1, 0, 1): 0.6j, (2, 1, 0, -1): -0.4, (0, 0, 0, 0): 0.3})
dr0 = rhat(0, f0.d(0))+rhat(1, f0.d(1))+rhat(2, f0.d(2))
for i in range(3):
    for V in (p, rhat):
        assert close(commL2(V, i, f0).ev(rt), (1j*(cross(V, L, i, f0)-cross(L, V, i, f0))).ev(rt))
    assert close((cross(rhat, L, i, f0)+cross(L, rhat, i, f0)).ev(rt), (2j*rhat(i, f0)).ev(rt))
    assert close(At(i, f0).ev(rt), (-0.5*commL2(grad, i, f0)-Zt*rhat(i, f0)).ev(rt))
    rhs = rhat(i, dr0)+(rhat(i, f0)-0.5*commL2(rhat, i, f0)).shift(3, -1)
    assert close(f0.d(i).ev(rt), rhs.ev(rt))
    assert close(ham(Zt)(At(i, f0)).ev(rt), At(i, ham(Zt)(f0)).ev(rt))
h0 = ham(Zt)(L2(f0)+f0)
assert close(square(At, f0).ev(rt), (Zt**2*f0+2*h0).ev(rt))

# reduced elements of rhat, gradient, A and [H + g r, A] on a non-eigenfunction
u0 = radial(0.8, {2: 1.0, 3: -0.4, 5: 0.05}); g = 0.3; Hg = ham(Zt, g)
defect = lambda i, f: Hg(At(i, f))-At(i, Hg(f))
R0 = val(u0, rt)/rt; dR0 = val(ddr(u0.shift(3, -1)), rt)
for l in range(4):
    red = {l+1: [sqrt(l+1)*R0, sqrt(l+1)*(dR0-l*R0/rt),
                 (l+1)**1.5*val(upper(l+1, Zt, u0), rt)/rt, (l+1)**1.5*g*R0]}
    if l > 0:
        red[l-1] = [-sqrt(l)*R0, -sqrt(l)*(dR0+(l+1)*R0/rt),
                    -l**1.5*val(lower(l, Zt, u0), rt)/rt, l**1.5*g*R0]
    rule = (l+1)**3*lower(l+1, Zt, upper(l+1, Zt, u0))
    if l > 0: rule = rule+l**3*upper(l, Zt, lower(l, Zt, u0))
    for m in range(-l, l+1):
        psi = state(l, m, u0)
        assert close(psi.ev(rt), np.outer(R0, Y(l, m)))
        assert close(square(At, psi).ev(rt), np.outer(val(rule, rt)/rt/(2*l+1), Y(l, m)))
        for n_op, V in enumerate((rhat, grad, At, defect)):
            comp = spherical(V, psi, rt)
            for q in comp:
                for l2 in range(6):
                    for m2 in range(-l2, l2+1):
                        want = we(l2, m2, q, l, m)*red[l2][n_op] if l2 in red else 0*rt
                        assert close(project(comp[q], l2, m2), want)

# adjointness by radial quadrature
xr, wr = np.polynomial.legendre.leggauss(80); rq, wq = 30*(xr+1), 30*wr
v0 = radial(0.8, {1: 0.7, 2: 0.2})
for l in (1, 2, 3):
    assert close(wq @ (val(v0, rq)*val(lower(l, Zt, u0), rq)), wq @ (val(upper(l, Zt, v0), rq)*val(u0, rq)))

# bound states of He+
Z = 2.0; A = runge(Z)
def bound(n, l):
    s = 2*Z/n; N = sqrt(s**3*factorial(n-l-1)/(2*n*factorial(n+l)))
    return radial(Z/n, {l+j+1: N*(-1)**j*comb(n+l, n-l-1-j)*s**(l+j)/factorial(j) for j in range(n-l)})
closed = lambda n, lg: Z/n*sqrt(lg*(n*n-lg*lg))
elem = {}
for n in range(1, 5):
    for l in range(n):
        u = bound(n, l)
        assert close(wq @ val(u, rq)**2, 1.0)
        assert close(ham(Z)(state(l, 0, u)).ev(rt), -Z*Z/(2*n*n)*state(l, 0, u).ev(rt))
        nxt = val(bound(n, l+1), rt) if l+1 < n else 0*rt
        assert close(val(upper(l+1, Z, u), rt), Z*sqrt(1/(l+1)**2-1/n**2)*nxt)
        for m in range(-l, l+1):
            comp = spherical(A, state(l, m, u), rq)
            for q in comp:
                for l2 in (l-1, l+1):
                    if abs(m+q) > l2: continue
                    for n2 in range(l2+1, 5):
                        got = wq @ (val(bound(n2, l2), rq)*rq*project(comp[q], l2, m+q))
                        want = (l2-l)*closed(n, max(l, l2))*we(l2, m+q, q, l, m) if n2 == n else 0.0
                        assert close(got, want, 1e-9)
                        if n2 == n == 3 and m == q == 0: elem[l2, l] = got.real

n = 3; one = np.array([1.0]); u3 = [bound(n, l) for l in range(3)]
conv = pc["Hartree energy in eV"][0]*pc["Bohr radius"][0]*1e10
p3 = state(1, 0, u3[1])
E = (wq @ (val(u3[1], rq)*rq*project(ham(Z)(p3).ev(rq), 1, 0))).real
print(f"He+: Z = {Z:.0f}, n = {n}")
print(f"E_3 = {E:.6f} hartree = {E*pc['Hartree energy in eV'][0]:.4f} eV")
print(f"1 hartree bohr = {conv:.4f} eV angstrom")
print(f"r = {one[0]:.1f} bohr: u_3s = {val(u3[0], one)[0]:.6f} bohr^-1/2")
print(f"  u_3s' = {val(ddr(u3[0]), one)[0]:.6f} bohr^-3/2")
raised = val(upper(1, Z, u3[0]), one)[0]
print(f"  a_1^+ u_3s = {raised:.6f} bohr^-3/2")
print(f"  u_3p = {val(u3[1], one)[0]:.6f} bohr^-1/2")
print(f"  ratio a_1^+ u_3s / u_3p = {raised/val(u3[1], one)[0]:.6f} 1/bohr")
for l in (0, 1):
    c = wq @ (val(u3[l+1], rq)*val(upper(l+1, Z, u3[l]), rq))
    print(f"<u_3,{l+1}|a_{l+1}^+|u_3,{l}> = {c:.6f} 1/bohr; factor (l+1)^1.5 = {(l+1)**1.5:.6f}")
reduced = {k: elem[k]/we(k[0], 0, 0, k[1], 0) for k in elem}
for (l2, l) in sorted(elem):
    print(f"l'={l2} l={l}: signed 3j = {we(l2, 0, 0, l, 0):.6f}, <A_z> = {elem[l2, l]:.6f} hartree bohr")
    print(f"   reduced = {reduced[l2, l]:.6f} hartree bohr = {reduced[l2, l]*conv:.4f} eV angstrom")
A2 = (wq @ (val(u3[1], rq)*rq*project(square(A, p3).ev(rq), 1, 0))).real
A2rule = (reduced[2, 1]**2+reduced[0, 1]**2)/3
assert close(A2, A2rule, 1e-9) and close(A2, Z*Z+2*E*3, 1e-9)
print(f"squared reduced: p-d {reduced[2, 1]**2:.6f}, p-s {reduced[0, 1]**2:.6f} (hartree bohr)^2")
print(f"<A^2> 3p direct = {A2:.6f}, sum rule = {A2rule:.6f} (hartree bohr)^2")
M = np.zeros((3, 3))
for k in elem: M[k] = elem[k]
assert close(M, M.T, 1e-9)
ev = np.linalg.eigvalsh(M)
assert close(ev, np.array([-2, 0, 2])*Z/n, 1e-9)
print("A_z eigenvalues, m=0:", " ".join(f"{round(x, 6)+0.0:.6f}" for x in ev), "hartree bohr")
print(f"largest eigenvalue = {ev[2]*conv:.4f} eV angstrom; times n/Z = {ev[2]*n/Z:.6f}")
print("done: every assertion held")
```

Printed output:

```
He+: Z = 2, n = 3
E_3 = -0.222222 hartree = -6.0470 eV
1 hartree bohr = 14.3996 eV angstrom
r = 1.0 bohr: u_3s = -0.020701 bohr^-1/2
  u_3s' = -0.420928 bohr^-3/2
  a_1^+ u_3s = 0.441630 bohr^-3/2
  u_3p = 0.234210 bohr^-1/2
  ratio a_1^+ u_3s / u_3p = 1.885618 1/bohr
<u_3,1|a_1^+|u_3,0> = 1.885618 1/bohr; factor (l+1)^1.5 = 1.000000
<u_3,2|a_2^+|u_3,1> = 0.745356 1/bohr; factor (l+1)^1.5 = 2.828427
l'=0 l=1: signed 3j = -0.577350, <A_z> = 1.088662 hartree bohr
   reduced = -1.885618 hartree bohr = -27.1522 eV angstrom
l'=1 l=0: signed 3j = 0.577350, <A_z> = 1.088662 hartree bohr
   reduced = 1.885618 hartree bohr = 27.1522 eV angstrom
l'=1 l=2: signed 3j = -0.365148, <A_z> = 0.769800 hartree bohr
   reduced = -2.108185 hartree bohr = -30.3571 eV angstrom
l'=2 l=1: signed 3j = 0.365148, <A_z> = 0.769800 hartree bohr
   reduced = 2.108185 hartree bohr = 30.3571 eV angstrom
squared reduced: p-d 4.444444, p-s 3.555556 (hartree bohr)^2
<A^2> 3p direct = 2.666667, sum rule = 2.666667 (hartree bohr)^2
A_z eigenvalues, m=0: -1.333333 0.000000 1.333333 hartree bohr
largest eigenvalue = 19.1995 eV angstrom; times n/Z = 2.000000
done: every assertion held
```
